# Markov state models of reversible dynamics: variational bounds on implied timescales

When the barrier of a double well is several $kT$ high, a particle spends most of its time near one of the minima and crosses the barrier rarely. To extract the slow relaxation time from simulations, one divides configuration space into cells, records the cell at time $0$ and again after a lag $\tau$, and builds a matrix of transition probabilities. Its eigenvalues give relaxation times. These times depend in general on the lag and on where the cell boundaries lie, although the relaxation time of the particle depends on neither. The question is on which side of the true value they fall, and how fast the error disappears as the lag grows. The answer below holds for overdamped or hopping dynamics that obeys detailed balance in configuration space; dynamics with inertia is an exception, taken up in Section 7.

## 1. The process and its exact timescales

Let the system have $N\ge3$ microstates $a$, as fine as desired, and jump from $a$ to $b\neq a$ with rate $K_{ab}$. The diagonal elements are set so that $\sum_bK_{ab}=0$. Assume that every state can be reached from every other, and that the equilibrium probabilities $\pi_a>0$ obey detailed balance,
$$\pi_aK_{ab}=\pi_bK_{ba}.$$
The operator $T(\tau)=e^{\tau K}$ has elements $T_{ab}$, the probability of being in $b$ a time $\tau$ after being in $a$. With the inner product $\langle f,g\rangle=\sum_a\pi_af_ag_a$ and $\|f\|^2=\langle f,f\rangle$, detailed balance gives
$$\langle f,Kg\rangle=\sum_{ab}\pi_aK_{ab}f_ag_b=\sum_{ab}\pi_bK_{ba}f_ag_b=\langle Kf,g\rangle .$$
Thus $K$ is self-adjoint. It has real eigenvalues, written $-\kappa_k$, and real orthonormal eigenfunctions $\psi_k$. Their sign follows from
$$\langle f,Kf\rangle=-\tfrac12\sum_{ab}\pi_aK_{ab}(f_a-f_b)^2\le0 .$$
To check this, expand the square. The $f_a^2$ term vanishes because $\sum_bK_{ab}=0$, the $f_b^2$ term because $\sum_a\pi_aK_{ab}=\pi_b\sum_aK_{ba}=0$, and the cross term is the left side. The sum is zero only if $f$ is equal on all connected states, hence constant. Therefore
$$0=\kappa_1<\kappa_2\le\kappa_3\le\dots,\qquad \psi_1=1 .$$
The exact timescales are $t_m=1/\kappa_m$ for $m\ge2$, and $T(\tau)$ has the eigenvalues $\lambda_k(\tau)=e^{-\kappa_k\tau}$, all positive.

For nonzero $f$ define the Rayleigh quotient
$$R_\tau(f)=\frac{\langle f,T(\tau)f\rangle}{\langle f,f\rangle}=\sum_kw_k\lambda_k(\tau),\qquad w_k=\frac{\langle\psi_k,f\rangle^2}{\|f\|^2},\quad \sum_kw_k=1. \tag{1}$$
It is the normalized autocorrelation of $f$ at time $\tau$: a mixture of exponential decays with nonnegative weights.

## 2. What the Markov state model computes

Divide the microstates into $n$ cells. Let $\chi_i$ be $1$ in cell $i$ and $0$ elsewhere, and let $p_i=\langle\chi_i,\chi_i\rangle$ be the cell's equilibrium population. The Markov state model (MSM) uses the probability of finding the system in cell $j$ at time $\tau$, given that it was in cell $i$ at time $0$ in equilibrium:
$$P_{ij}(\tau)=\frac1{p_i}\sum_{a\in i}\sum_{b\in j}\pi_aT_{ab}=\frac{\langle\chi_i,T\chi_j\rangle}{p_i}. \tag{2}$$
Inside each cell the starting points carry their equilibrium weights $\pi_a/p_i$. If trajectories are started with other weights, and these have not relaxed, the counted matrix is in general not (2) and the bounds below are not established for it.

Let $V$ be the $n$-dimensional space of functions that are constant on every cell. The operator that replaces a function by its cell averages,
$$Qf=\sum_i\chi_i\frac{\langle\chi_i,f\rangle}{p_i},$$
is the orthogonal projection onto $V$. For $f=\sum_ja_j\chi_j$,
$$QTf=\sum_i\chi_i\sum_j\frac{\langle\chi_i,T\chi_j\rangle}{p_i}a_j=\sum_i\chi_i(Pa)_i ,$$
so $Pa=\hat\lambda a$ is equivalent to $QTf=\hat\lambda f$. The MSM replaces $T$ by its compression to $V$. For $f,g\in V$ we have $\langle f,QTg\rangle=\langle f,Tg\rangle$, which is symmetric in $f$ and $g$. Hence $P$ has $n$ real eigenvalues $\hat\lambda_1\ge\hat\lambda_2\ge\dots\ge\hat\lambda_n$, with orthonormal eigenfunctions $\varphi_i\in V$ satisfying
$$\langle\varphi_i,T\varphi_j\rangle=\hat\lambda_i\delta_{ij}.$$
All $\hat\lambda_i$ are positive, because (1) is positive. In a program it is convenient to diagonalize the symmetric matrix $\sqrt{p_i}\,P_{ij}/\sqrt{p_j}$, which has the same eigenvalues as $P$.

For $2\le m\le n$ the implied timescale is
$$\hat t_m(\tau)=-\frac{\tau}{\ln\hat\lambda_m(\tau)} .$$

## 3. The eigenvalues are bounded from above

Take $f=\sum_{j=1}^mb_j\varphi_j$ and require $\langle\psi_k,f\rangle=0$ for $k=1,\dots,m-1$. These are $m-1$ homogeneous linear equations for $m$ coefficients, so a nonzero solution exists. Evaluate its Rayleigh quotient twice. In the MSM eigenfunctions,
$$R_\tau(f)=\frac{\sum_{j\le m}b_j^2\hat\lambda_j}{\sum_{j\le m}b_j^2}\ge\hat\lambda_m .$$
In the exact eigenfunctions only $k\ge m$ contribute to (1), so $R_\tau(f)\le\lambda_m$. Therefore
$$\boxed{\hat\lambda_m(\tau)\le\lambda_m(\tau)} \tag{3}$$
For $m\ge2$ this gives $\hat\lambda_m\le\lambda_2<1$, so the implied timescale is finite and positive. Since
$$\frac{d}{d\lambda}\left(-\frac{\tau}{\ln\lambda}\right)=\frac{\tau}{\lambda(\ln\lambda)^2}>0\qquad(0<\lambda<1),$$
inequality (3) implies $\hat t_m(\tau)\le t_m$.

Physically, a cell-wise constant function is an imperfect copy of the slow mode. It contains faster modes, and their decay lowers its autocorrelation.

For $m=2$ the case of equality can be identified. Since $\hat\lambda_2<1$, the first MSM eigenfunction is the constant, and $\varphi_2$ is orthogonal to it. If $\hat\lambda_2=\lambda_2$, then (1) for $\varphi_2$ is an average of $\lambda_2,\lambda_3,\dots$ that equals the largest of them, so $\varphi_2$ is itself an exact eigenfunction with eigenvalue $\lambda_2$. Conversely, suppose such an eigenfunction lies in $V$. Then $V$ contains an eigenfunction of $P$ with eigenvalue $\lambda_2$ besides the constant, so $\hat\lambda_2\ge\lambda_2$, and (3) gives equality. "Underestimate" thus includes equality when a slow eigenfunction is constant on every cell.

The same counting gives a rule used three times below:

> If $W\subset V$ has dimension $m$ and $R_\tau(f)\ge r$ for every nonzero $f\in W$, then $\hat\lambda_m(\tau)\ge r$. $\quad$(4)

To prove it, choose a nonzero $f\in W$ orthogonal to $\varphi_1,\dots,\varphi_{m-1}$. Being in $V$, it is a combination of $\varphi_m,\dots,\varphi_n$, so $r\le R_\tau(f)\le\hat\lambda_m$.

One consequence concerns subdivision of cells. It enlarges $V$ to a space containing the old one. Applying (4) in the new space to the span of the old $\varphi_1,\dots,\varphi_m$ shows that $\hat\lambda_m$ cannot decrease. With exact statistics, refinement at fixed lag never worsens an implied timescale.

## 4. Implied timescales do not decrease with the lag

Let $\tau'>\tau$ and $s=\tau'/\tau>1$. Then $\lambda_k(\tau')=\lambda_k(\tau)^s$. The function $y^s$ is convex for $y\ge0$, so Jensen's inequality with the weights of (1) gives
$$R_{\tau'}(f)=\sum_kw_k\lambda_k(\tau)^s\ge\Big(\sum_kw_k\lambda_k(\tau)\Big)^s=R_\tau(f)^s .$$
On the span of the first $m$ MSM eigenfunctions at lag $\tau$, the right side is at least $\hat\lambda_m(\tau)^s$. Rule (4), applied at lag $\tau'$, yields
$$\hat\lambda_m(\tau')\ge\hat\lambda_m(\tau)^{\tau'/\tau}. \tag{5}$$
Take logarithms and divide by $-\tau'$, which reverses the inequality:
$$\frac1{\hat t_m(\tau')}\le\frac1{\hat t_m(\tau)},\qquad\text{so}\qquad \hat t_m(\tau')\ge\hat t_m(\tau).$$
A mixture of decays loses its fast components first, so its average decay rate over a longer interval is smaller.

## 5. How fast the error disappears

Monotonicity and an upper bound guarantee a limit, but not that the limit is $t_m$. That follows when the cells can represent the slow modes, in the sense now made precise. Let $U_m$ be the span of $\psi_1,\dots,\psi_m$ and define
$$c_m=\min_{u\in U_m,\;u\ne0}\frac{\|Qu\|}{\|u\|},\qquad 0\le c_m\le1 .$$
This number depends on the cells and the slow modes, but not on the lag. For $u=\sum_kb_k\psi_k$,
$$\|Qu\|^2=\sum_i\frac{\langle\chi_i,u\rangle^2}{p_i}=\|Bb\|^2,\qquad B_{ik}=\frac{\langle\chi_i,\psi_k\rangle}{\sqrt{p_i}},$$
so $c_m$ is the smallest singular value of the $n\times m$ matrix $B$.

Suppose $c_m>0$. Then $Q$ sends no nonzero element of $U_m$ to zero, and the functions $f=Qu$ form an $m$-dimensional subspace of $V$. Let $\Pi_m$ be the projection onto $U_m$. Dropping the nonnegative terms $k>m$ and using $\lambda_k\ge\lambda_m$ in the others,
$$\langle f,Tf\rangle\ge\sum_{k\le m}\lambda_k\langle\psi_k,f\rangle^2\ge\lambda_m\|\Pi_mf\|^2 .$$
The Cauchy–Schwarz inequality gives
$$\|u\|\,\|\Pi_mf\|\ge\langle u,\Pi_mf\rangle=\langle u,f\rangle=\langle u,Qu\rangle=\|Qu\|^2 .$$
Combining the two and dividing by $\|f\|^2=\|Qu\|^2$,
$$R_\tau(f)\ge\lambda_m\frac{\|Qu\|^4}{\|u\|^2\|Qu\|^2}=\lambda_m\frac{\|Qu\|^2}{\|u\|^2}\ge c_m^2\lambda_m .$$
By rule (4), and with (3),
$$\boxed{c_m^2\,\lambda_m(\tau)\le\hat\lambda_m(\tau)\le\lambda_m(\tau)} \tag{6}$$
Taking $-\tau^{-1}\ln$ of each member gives, for $m\ge2$ and $c_m>0$,
$$0\le\frac1{\hat t_m(\tau)}-\frac1{t_m}\le\frac1\tau\ln\frac1{c_m^2}. \tag{7}$$
This proves convergence to $t_m$ as $\tau\to\infty$.

**The slowest process.** For $m=2$ write $u=b_1+b_2\psi_2$. Since $Q1=1$ and $\langle1,Q\psi_2\rangle=\langle1,\psi_2\rangle=0$, we have $\|Qu\|^2=b_1^2+b_2^2\|Q\psi_2\|^2$. Its minimum at $b_1^2+b_2^2=1$ is
$$c_2^2=\|Q\psi_2\|^2=1-\|\psi_2-Q\psi_2\|^2 .$$
The subtracted term is the variance of $\psi_2$ inside the cells. A good partition therefore has cells inside which $\psi_2$ varies little.

The $1/\tau$ law in (7) is then the true asymptotic behaviour and not merely a bound. With $\|\varphi_2\|=1$ and $\varphi_2$ orthogonal to the constant,
$$\hat\lambda_2=R_\tau(\varphi_2)\le\lambda_2\langle\psi_2,\varphi_2\rangle^2+\lambda_3 .$$
Because $\varphi_2\in V$, $|\langle\psi_2,\varphi_2\rangle|=|\langle Q\psi_2,\varphi_2\rangle|\le c_2$. With (6) this gives
$$c_2^2\le\frac{\hat\lambda_2}{\lambda_2}\le c_2^2+e^{-(\kappa_3-\kappa_2)\tau}. \tag{8}$$
If $\kappa_3>\kappa_2$ and $0<c_2<1$, the last term vanishes at long lags, and $1/\hat t_2-1/t_2$ approaches $\tau^{-1}\ln(1/c_2^2)$. The fast modes die exponentially, but the amplitude they took from the slow mode is missing for good. It acts as a fixed factor in the eigenvalue, which the logarithm spreads over the lag.

Put $L=\ln(1/c_2^2)$. From (7), $\hat t_2\ge t_2/(1+t_2L/\tau)$, so the error relative to $t_2$ obeys
$$\frac{t_2-\hat t_2}{t_2}\le\frac{t_2L}{\tau+t_2L}.$$
It is at most $\varepsilon$ if
$$\tau\ge\frac{1-\varepsilon}{\varepsilon}\,t_2L . \tag{9}$$

## 6. Worked example: a double well

Let $V(x)=5kT\,(x^2/a^2-1)^2$, with minima at $\pm a$ and a barrier of $5kT$ at $x=0$. The particle, with diffusion constant $D$, hops between 180 neighbouring sites of spacing $h=0.02a$ on $-1.8a<x<1.8a$, with rates
$$K_{ab}=\frac{D}{h^2}\exp\left(-\frac{V_b-V_a}{2kT}\right).$$
Since $\pi_a\propto e^{-V_a/kT}$, the product $\pi_aK_{ab}\propto e^{-(V_a+V_b)/2kT}$ is symmetric, so detailed balance holds. Lengths are in $a$ and times in $a^2/D$ from here on. Diagonalization gives $t_2=17.996$ and $t_3=0.0608$. Halving the spacing changes $t_2$ to $18.007$, by $0.06\,\%$. The inequalities hold for the 180-site process itself, so the MSMs are compared with $17.996$.

Consider two cells with a misplaced boundary at $x=0.6$, on the slope of the right well. At $\tau=5$ the probabilities of staying are $P_{LL}=0.856561$ and $P_{RR}=0.843450$. A $2\times2$ matrix with one eigenvalue equal to $1$ has as its other eigenvalue the trace minus $1$:
$$\hat\lambda_2=0.856561+0.843450-1=0.700011,\qquad \hat t_2=-\frac{5}{\ln0.700011}=14.02 .$$
This is $22\,\%$ below $t_2$. The exact eigenvalue is $\lambda_2=0.757419$, and the ratio $0.700011/0.757419=0.9242$ agrees with $c_2^2=0.924207$, as (8) requires once the faster modes have decayed.

Three partitions give these implied timescales $\hat t_2$:

| lag | cut at 0 | cut at 0.6 | nine cells |
|---:|---:|---:|---:|
| 0.02 | 7.27 | 0.44 | 10.61 |
| 0.5 | 16.69 | 4.69 | 17.50 |
| 5 | 17.86 | 14.02 | 17.95 |
| 20 | 17.96 | 16.80 | 17.98 |
| 50 | 17.98 | 17.50 | 17.99 |

Every column rises and stays below $17.996$. The nine equal cells have an edge at $0.6$ and so refine the second partition; their values are the larger ones at every lag, consistent with Section 3, which forbids smaller ones.

Moving the cut from $0$ to $0.6$ reassigns only the strip between them. By symmetry the left cell held half the population before; it now holds $0.522$, so the strip contains about $2.2\,\%$. Yet the within-cell variance $1-c_2^2$ grows from $0.0022$ to $0.0758$. For the misplaced cut, $L=-\ln0.924207=0.07882$, and (9) with $\varepsilon=0.1$ requires
$$\tau\ge9\times17.996\times0.07882=12.77 .$$
At this lag the computed ratio $\hat t_2/t_2$ is $0.9000$: the bound is practically attained. At short lags it need not be. For the cut at $0$ and $\tau=0.02$, $t_2L/\tau=1.96$, so the lower bound is $17.996/2.96=6.1$, while the MSM gives $7.27$.

Inequality (5) also supplies a check that needs no exact solution. For the cut at $0.6$, a Markovian cell process would have $\hat\lambda_2(10)=\hat\lambda_2(5)^2=0.490$. The matrix at lag 10 gives $0.530$. The excess reveals that the cell process has memory.

## 7. When the conclusions fail

**The cells do not see the slow mode.** Take the cells $|x|<1$ and $|x|>1$. They are symmetric, whereas $\psi_2$ is odd, so its average in each cell vanishes and $c_2=0$. Then (7) gives no upper limit on the error. Moreover $\langle\psi_2,\varphi_2\rangle=\langle Q\psi_2,\varphi_2\rangle=0$, so $\varphi_2$ contains only modes with $k\ge3$, and $\hat t_2\le t_3$ at every lag. The computed values are $0.023$, $0.028$ and $0.036$ at lags $0.05$, $0.1$ and $0.2$, below $t_3=0.061$ and hundreds of times shorter than $t_2$. Being nondecreasing and bounded, this implied timescale must level off as well, so in principle a plateau alone does not show that the slowest process has been found. In this example the levelling comes only at lags many times $t_3$, where the eigenvalue, at most $e^{-\tau/t_3}$ and so below $10^{-7}$ at $\tau=1$, is too small to be measured.

**Detailed balance is broken.** The eigenfunctions of $T$ are then in general not orthogonal, and (1) no longer holds. Consider a ring of four states with symmetric rates alternating between $1$ and $0.1$, where each cell joins two states linked by a fast step. The function $(1,1,-1,-1)$ is an eigenfunction with decay rate $2\times0.1$, constant on the cells, and both the exact and the MSM timescale are $5.000$: a case of equality. Now add $0.1$ to every clockwise rate and subtract it from every anticlockwise one. The equilibrium stays uniform, but a current circulates. The exact timescale falls to $4.494$, while the MSM at lag $0.1$ gives $4.953$, which is too long.

A current is not the only way to lose the assumption. In molecular dynamics and underdamped Langevin dynamics the state includes the momenta, and detailed balance holds only together with their reversal, so $K$ is not self-adjoint even in Boltzmann equilibrium. A harmonic well of frequency $\omega$ with friction $\gamma>2\omega$ shows the effect. Its slowest rate is $\mu_-$, with $\mu_\pm=\gamma/2\pm\sqrt{\gamma^2/4-\omega^2}$, and the position autocorrelation is
$$\rho(\tau)=\frac{\mu_+e^{-\mu_-\tau}-\mu_-e^{-\mu_+\tau}}{\mu_+-\mu_-}>e^{-\mu_-\tau},$$
a mixture with one negative weight. As the cells in $x$ become fine, $\hat\lambda_2$ approaches $\rho(\tau)$, and $-\tau/\ln\rho(\tau)$ diverges for $\tau\to0$ and approaches $1/\mu_-$ from above at long lags. With fine cells and short lags, implied timescales from inertial dynamics can therefore be too long and fall with the lag.

**Time is discrete and some eigenvalues are negative.** The proof of (3) uses only symmetry and algebraic ordering, so it survives. The lower bound in (6) dropped terms because they were nonnegative, and it can fail. Take the symmetric three-state chain with eigenvalues $1$, $0.2$ and $-0.4$ and eigenvectors proportional to $(1,1,1)$, $(1,0,-1)$ and $(1,-2,1)$, and lump it into the first state and the pair of the other two. Then $\varphi_2\propto(2,-1,-1)$ has the weights $w_2=c_2^2=3/4$ and $w_3=1/4$, so the MSM eigenvalue is $0.75\times0.2-0.25\times0.4=0.05$, although $c_2^2\lambda_2=0.15$. The convexity argument of Section 4 also assumed nonnegative eigenvalues.

**The matrix is estimated from finite data.** The bounds concern the exact $P$. For the cut at $0$ and $\tau=5$, the MSM eigenvalue lies $0.757419-0.755774=0.0016$ below the exact one. Suppose it is estimated from $M=2000$ independent pairs, about $M/2$ starting in each cell. Each crossing probability is $q=(1-\hat\lambda_2)/2$, with sampling variance $q(1-q)/(M/2)$. As $\hat\lambda_2$ is $1$ minus the two crossing probabilities, its variance is
$$\frac{2q(1-q)}{M/2}=\frac{1-\hat\lambda_2^2}{M},$$
a standard error of $0.015$. This is nine times the systematic deficit, so estimates on both sides of $\lambda_2$ are expected. In 4000 random repetitions, a fraction $0.455$ of the estimates exceeded the exact $t_2$.

Noise also limits the choice of lag. Differentiating $\hat t=-\tau/\ln\hat\lambda$ gives
$$\frac{\delta\hat t}{\hat t}=\frac{\hat t}{\tau}\,\frac{\delta\hat\lambda}{\hat\lambda}=\frac{\hat t}{\tau}\,e^{\tau/\hat t}\,\delta\hat\lambda .$$
For a given eigenvalue error $\delta\hat\lambda$, this grows exponentially once $\tau$ is well beyond $\hat t$. When (9) asks for such a lag, better cells are the remedy: they reduce $L$ and with it the lag required.

The numerical check tests the bounds (6) and the monotonicity in lag for the double well and for randomly generated reversible processes.

## Numbers as computed

```
Double well, 180 sites; time unit a^2/D, energy unit kT
site spacing = 0.020 a; barrier = 5 kT by choice
exact t2 = 17.9960 a^2/D
exact t2 with 360 sites = 18.0070 a^2/D
exact t3 = 0.06079 a^2/D
cut 0: c2^2 = 0.997829, 1-c2^2 = 0.002171
cut 0.6: c2^2 = 0.924207, 1-c2^2 = 0.075793
nine: c2^2 = 0.999214, 1-c2^2 = 0.000786
second eigenvalue (no unit): lag, exact, cut 0, cut 0.6, nine
  0.02 0.998889 0.997251 0.955197 0.998117
  0.10 0.994459 0.992341 0.924845 0.993677
  0.50 0.972598 0.970487 0.898888 0.971834
  2.00 0.894817 0.892874 0.826996 0.894114
  5.00 0.757419 0.755774 0.700011 0.756823
 10.00 0.573683 0.572437 0.530201 0.573232
 20.00 0.329112 0.328397 0.304167 0.328853
 50.00 0.062138 0.062003 0.057429 0.062089
implied t2 (a^2/D): lag, cut 0, cut 0.6, nine
  0.02    7.2663    0.4363   10.6101
  0.10   13.0060    1.2799   15.7647
  0.50   16.6903    4.6906   17.5005
  2.00   17.6508   10.5288   17.8695
  5.00   17.8563   14.0190   17.9452
 10.00   17.9259   15.7605   17.9706
 20.00   17.9609   16.8042   17.9833
 50.00   17.9819   17.4996   17.9909
cut 0.6 populations: left 0.52185, right 0.47815
cut 0.6, lag 5: P_LL 0.856561, P_LR 0.143439
cut 0.6, lag 5: P_RL 0.156550, P_RR 0.843450
cut 0.6: lag for 10 % error = 12.766 a^2/D
cut 0.6: implied/exact t2 at that lag = 0.900000
nine cells: c3^2 = 0.81747
nine cells: lag 0.02, implied t3 = 0.03813 a^2/D
nine cells: lag 0.05, implied t3 = 0.04884 a^2/D
nine cells: lag 0.10, implied t3 = 0.05416 a^2/D
cells |x|<1, |x|>1: c2^2 below 1e-12: True
same cells: lag 0.05, implied t2 = 0.02293 a^2/D
same cells: lag 0.10, implied t2 = 0.02808 a^2/D
same cells: lag 0.20, implied t2 = 0.03553 a^2/D
finite data, cut 0, lag 5: 2000 pairs, 4000 repeats
fraction of estimates above exact t2 = 0.455
ring, lag 0.1, time in 1/(fast rate):
no circulation: exact 5.0000, MSM 5.0000
circulation 0.1: exact 4.4943, MSM 4.9533
discrete chain eigenvalues: 1.000, 0.200, -0.400
discrete chain: MSM 0.0500, c2^2*exact 0.1500
random reversible processes tested: 30
```
